# Real-energy lines in the complex k plane at a band extremum

An electron in a periodic lead has wavenumber $k$ along the transport direction $x$ and a fixed wavevector parallel to the interfaces. In an infinite lead $k$ is real. At an interface or in a barrier, solutions that grow or decay are also needed. They have complex $k$ but still belong to a real energy. This problem asks where such $k$ lie near a band extremum.

Let $H(k)$ be the Bloch Hamiltonian, analytic in $k$ and Hermitian for real $k$. One of its eigenvalues, $E(k)$, is nondegenerate at a real point $k_0$, where

$$E(k_0)=E_0,\qquad E'(k_0)=0,\qquad A\equiv\tfrac12E''(k_0)\neq0 .$$

Write $q=k-k_0$ and $\kappa=\operatorname{Im}q$. A wave $e^{ikx}$ with $\kappa>0$ decays towards positive $x$.

## (a) A coordinate that makes the band exactly quadratic

**Question.** Show that $E(k)$ can be continued to complex $k$ near $k_0$, and find a variable $w(q)$ for which $E-E_0=Aw^2$ without correction terms.

**Solution.** The eigenvalue is a simple root of $\det[H(k)-E]=0$, so the implicit function theorem makes it analytic in $k$ near $k_0$. Its Taylor coefficients are derivatives of a real function along the real axis, and are therefore real:

$$E=E_0+Aq^2+Bq^3+\dots=E_0+Aq^2\left(1+\frac BA q+\dots\right).$$

The bracket is close to 1 for small $q$, so its principal square root is analytic. Define

$$w=q\sqrt{1+\frac BAq+\dots}=q+\frac{B}{2A}q^2+\dots$$

Squaring gives $E-E_0=Aw^2$. Since $dw/dq=1$ at $q=0$, the map has an analytic inverse $q(w)$ near the origin. Both series have real coefficients, so $q$ is real exactly when $w$ is real.

## (b) The lines of real energy

**Question.** Find every line through $k_0$ on which $E$ is real, the angle between the lines, and the path followed as the energy passes through $E_0$.

**Solution.** With $w=u+iv$,

$$\operatorname{Im}(E-E_0)=A\operatorname{Im}(u+iv)^2=2Auv .$$

This vanishes only for $v=0$ or $u=0$, so there are two lines.

- For $v=0$, $q$ is real and $E-E_0=Au^2$. This is the ordinary band, with propagating waves.
- For $u=0$, $q$ is not real except at the origin, and $E-E_0=-Av^2$. These waves are evanescent, with energies on the other side of $E_0$.

The tangent of the second line at the origin is

$$\left.\frac{d}{dv}\,q(iv)\right|_{v=0}=i\,q'(0)=i ,$$

which is vertical. The lines cross at a right angle.

Each line is smooth through $k_0$. Along either one, however, the energy reaches $E_0$ and then retraces its values. A path on which the energy continues through $E_0$ must change lines: $w$ shrinks to zero along the real axis and grows again along the imaginary axis. The turn is thus a property of the path ordered by energy.

## (c) Does the evanescent line stay vertical?

**Question.** Find the leading departure from the vertical, and test it on a band whose extremum is not a symmetry point.

**Solution.** Insert $q=w+cw^2+\dots$ into the series for $w$:

$$w=w+\left(c+\frac B{2A}\right)w^2+\dots\quad\Rightarrow\quad c=-\frac B{2A}.$$

On the evanescent line $w=iv$, so $w^2=-v^2$ and

$$q=iv+\frac B{2A}v^2+O(v^3).$$

Because the coefficients are real, odd powers of $iv$ contribute to $\operatorname{Im}q$ and even powers to $\operatorname{Re}q$. Hence $\kappa=v+O(v^3)$ and

$$\operatorname{Re}q=\frac B{2A}\kappa^2+O(\kappa^4).$$

The line bends with curvature $|B/A|$ at $k_0$, and the decaying wave has an oscillation that shifts with energy. If $E$ is even about $k_0$, then $w$ is odd in $q$, the inverse is odd in $w$, and the line is straight.

For a test, take a chain with unit lattice constant and a complex second-neighbour hopping:

$$E(k)=-2h_1\cos k-2h_2\cos(2k+\varphi),$$

with $h_1=1$, $h_2=0.3$ and $\varphi=0.7$. Its minimum is at $k_0=-0.190$. Differentiation gives

$$A=h_1\cos k_0+4h_2\cos(2k_0+\varphi)=2.121,$$

$$B=-\tfrac13\left[h_1\sin k_0+8h_2\sin(2k_0+\varphi)\right]=-0.189 .$$

With $\lambda=e^{ik}$, multiplying $E(k)=E$ by $\lambda^2$ gives the polynomial

$$h_2e^{i\varphi}\lambda^4+h_1\lambda^3+E\lambda^2+h_1\lambda+h_2e^{-i\varphi}=0 .$$

Its roots give $k$ at a chosen energy without any expansion. Compare the direction from $k_0$ to the root at $E_0+\delta$ with that to the root at $E_0-\delta$. The angle between them is $90.55^\circ$, $90.18^\circ$ and $90.06^\circ$ for $\delta=0.1$, $0.01$ and $0.001$. It tends to a right angle, and the excess comes from the bending. At $\delta=0.001$ the roots give $\operatorname{Re}q/\kappa^2=-0.0445$, in agreement with $B/2A$.

## (d) Which propagating wave joins which evanescent wave?

**Question.** Each energy has two roots, $\pm w$. Use the retarded prescription $E\to E+i\eta$, $\eta\to0^+$, to pair them.

**Solution.** For a response to the right of a source, choose the root that decays to the right, $\operatorname{Im}w>0$. Near the origin $\operatorname{Im}q$ has the same sign. Let $\epsilon=E-E_0$, so that $w^2=(\epsilon+i\eta)/A$.

At a minimum, $A>0$. Inside the band $\epsilon>0$ and

$$w=\sqrt{\frac{\epsilon}{A}}\left(1+\frac{i\eta}{2\epsilon}\right),$$

which tends to a positive real number. Below the band, $w\to+i\sqrt{|\epsilon|/A}$.

At a maximum, $A<0$. Inside the band $\epsilon<0$ and $w^2=(|\epsilon|-i\eta)/|A|$. The product of real and imaginary parts is negative, so $\operatorname{Im}w>0$ requires $w\to-\sqrt{|\epsilon|/|A|}$. Above the band, $w\to+i\sqrt{\epsilon/|A|}$.

In both cases the group velocity inside the band has the sign of $Aw$, which is positive. The right-moving wave therefore joins the right-decaying wave. The sign of the wavenumber alone would give the wrong pairing at a maximum.

## (e) Can a line end?

**Question.** Show that no root is lost at $E_0$, and state what happens further along the line.

**Solution.** Take a small circle around $k_0$ that encloses no other zero of $E(k)-E_0$. The number of roots inside it at energy $E$ is

$$N(E)=\frac1{2\pi i}\oint\frac{E'(k)}{E(k)-E}\,dk .$$

This integer varies continuously with $E$ as long as no root meets the circle, so it is constant. At $E_0$ it counts one double zero, so $N=2$ on both sides. For the chain, a circle of radius 0.3 encloses two roots at both $E_0+0.02$ and $E_0-0.02$.

Farther away, consider three situations.

1. If $E'(k)\neq0$, then $dk/dE=1/E'(k)$ is finite and the line continues.
2. If $E'(k)=0$ at a real energy, with nonzero second derivative, the argument of (b) applies again. At a complex $k$ the coefficient $A$ may be complex, and the whole cross is then rotated by $-\tfrac12\arg A$.
3. Two sheets of $E(k)$ may meet at a branch point. The line reaches it only if the energy there is real, which generally needs a symmetry or a tuned parameter; suppose that it is. Write $P(k,E)=\det[H(k)-E]$. If $\partial P/\partial E=0$ but $\partial P/\partial k\neq0$, then $k(E)$ is still analytic, with

$$\frac{dk}{dE}=-\frac{\partial P/\partial E}{\partial P/\partial k}=0 .$$

If the second derivative of $k(E)$ is nonzero, the line stops advancing and turns back along the same tangent, on the other sheet. It retraces itself exactly if symmetry keeps it on a straight line, as in (g).

A root could still escape to infinite $|\operatorname{Im}k|$ at a finite energy. In the chain it cannot: the first and last coefficients of the polynomial are nonzero and independent of $E$, so no $\lambda$ reaches infinity or zero.

## (f) Where does the right angle fail?

**Question.** Replace the quadratic extremum by a point of order $n$, where $E-E_0=A_nq^n+\dots$ with $A_n\ne0$.

**Solution.** The same construction gives $E-E_0=A_nw^n$. Reality requires $\arg w=m\pi/n$ with integer $m$, which means $n$ lines separated by $\pi/n$.

For $n=3$ the spacing is $60^\circ$, but $w^3$ changes sign along the real axis, so the energy passes monotonically through $E_0$ along the real line and a propagating root exists on both sides. The retarded pairing of (d) still turns. For $A_n>0$, lowering the energy through $E_0$ takes the argument of $\epsilon+i\eta$ from $0$ to $\pi$, so every root rotates by $\pi/n$. The real root above $E_0$ joins the evanescent root at $60^\circ$, and the real root below $E_0$ continues the evanescent root at $120^\circ$. An example is $\sin k-\tfrac12\sin2k=\tfrac12k^3+\dots$ For $n=4$ with $A_4>0$, the decaying roots below $E_0$ lie at $45^\circ$ and $135^\circ$ to the positive real axis. The right-moving wave joins the one at $45^\circ$. The one at $135^\circ$ continues the root on the imaginary axis, which is evanescent already inside the band. An example is $-2\cos k+\tfrac12\cos2k=-\tfrac32+\tfrac14k^4+\dots$ Counting sign changes of $\operatorname{Im}E$ on a circle of radius 0.1 gives two lines for the chain minimum, and three and four lines for these examples.

## (g) A gap in a lithium lead

**Question.** For body-centred cubic lithium along [110], at zero parallel momentum, follow the real-energy line from the lower band to the upper band near the zone-face point N. Use two plane waves.

**Solution.** Nearly free electrons make two waves a natural first model. Let $t=\hbar^2/2m_e$, let $G$ be the reciprocal vector along [110], and let $V>0$ be the Fourier coefficient of the potential that couples $q+G/2$ to $q-G/2$. With $W=tG^2/4$, the diagonal energies are

$$t\left(q\pm\frac G2\right)^2=W+tq^2\pm tGq ,$$

and the eigenvalues are

$$E=W+tq^2\pm\sqrt{V^2+t^2G^2q^2}.$$

Set $e=E-W$ and $X=tq^2$, so that $t^2G^2q^2=4WX$. Squaring gives

$$(e-X)^2=V^2+4WX\;\Rightarrow\;X^2-2(e+2W)X+e^2-V^2=0 .$$

The root near N is

$$tq^2=e+2W-S,\qquad S=\sqrt{4W^2+4We+V^2}.$$

For $V<2W$, $S=2W\pm V$ at $e=\pm V$, so $q=0$ there: these are the band edges. Between them $q^2<0$, and the line is vertical.

At the lower edge $dX/de=1-2W/(2W-V)=-V/(2W-V)$, hence

$$A=\frac{t}{dX/de}=t\left(1-\frac{2W}V\right)<0 .$$

The largest $\kappa$ follows from $t\kappa^2=S-e-2W$. Setting $2W/S-1=0$ gives $S=2W$, so $e=-V^2/4W$ and

$$\kappa_{\max}=\frac{V}{2\sqrt{tW}}=\frac V{tG}.$$

At this point the square root in $E(q)$ vanishes. This is the branch point of part (e), where the line turns back.

Take rough typical values: lattice constant $a=0.35$ nm and $V=1.5$ eV. Then $t=0.0381$ eV nm², $G=2\pi\sqrt2/a=25.39$ nm⁻¹ and $W=6.139$ eV. The edges are $W\mp V=4.639$ and $7.639$ eV, and

$$A=0.0381\left(1-\frac{12.278}{1.5}\right)=-0.274\ \text{eV nm}^2 .$$

At 0.1 eV from the lower edge the quadratic law gives $\sqrt{0.1/0.274}=0.604$ nm⁻¹ on either side. The full formula gives $|q|=0.617$ nm⁻¹ below the edge and $\kappa=0.591$ nm⁻¹ above it. The difference comes from the next term. With $\delta$ the energy above the edge,

$$-tq^2=\frac{V\delta}{2W-V}-\frac{2W^2\delta^2}{(2W-V)^3}+\dots,$$

and the second term lowers $\kappa$ but raises $|q|$. The amplitude decays over $1/\kappa=1.69$ nm, and the density falls over 1 nm by the factor $e^{-2(0.591)}=0.31$.

The retarded root starts at $q=-1.50$ nm⁻¹ at 4.14 eV and reaches zero at the lower edge. It turns upward to $\kappa_{\max}=1.5/(0.0381\times25.39)=1.55$ nm⁻¹ at 6.05 eV, comes back to zero at the upper edge, and leaves along positive $q$, reaching 1.27 nm⁻¹ at 8.14 eV. If $V\to0$, the vertical excursion shrinks to zero and the free-electron line passes straight through N.

These complex wavenumbers belong to solutions of the Schrödinger equation in real space. For the potential $2V\cos Gx$ and period $d=2\pi/G$, a solution with $k=G/2+i\kappa$ is multiplied by $-e^{-\kappa d}$ per period. Direct integration at $E=W$ gives $\kappa=1.540$ nm⁻¹, equal to the result of a plane-wave calculation with all waves collinear with [110] up to a cutoff.

## (h) What changes in a real lead?

**Question.** Estimate the effects left out of the two-wave model, and say which conclusions survive.

**Solution.** First, add more plane waves, 56 in all, keeping $a$ and the {110} coefficient fixed and all other coefficients zero. The edges move to 4.22 and 6.08 eV (unchanged at these digits with up to 268 waves), so the gap falls from 3.00 to 1.85 eV. The lower-edge mass changes from $-0.139$ to $-0.087\,m_e$, and $\kappa_{\max}$ falls from 1.55 to 0.99 nm⁻¹. The two-wave values are therefore rough. The turn survives: in both models the two roots near N are real 0.01 eV below the lower edge and imaginary 0.01 eV above it. The larger model still omits the other potential coefficients and the nonlocal part of the ionic potential, so it is not a reference for lithium itself.

Second, scattering gives the energy an imaginary part $\Gamma=\hbar/2\tau$. For a rough $\tau=10$ fs, $\Gamma=0.033$ eV. At the lower edge $w^2=i\Gamma/A$, which predicts $|q|\approx\sqrt{0.0329/0.274}=0.35$ nm⁻¹ at $135^\circ$. The two-wave model gives $q=-0.243+0.247i$ nm⁻¹. The path no longer reaches $k_0$, because $2uv=\Gamma/A$ is a hyperbola: the sharp corner becomes a rounded one.

Third, at 300 K, $k_BT=0.026$ eV. Moving the energy by this amount around the point 0.1 eV above the edge changes $\kappa$ from 0.51 to 0.66 nm⁻¹.

Fourth, a lead carries many parallel momenta. In the two-wave model a component $k_\parallel$ along [001] raises the edge by $tk_\parallel^2$, which is 0.1 eV at 1.62 nm⁻¹. Just beyond that value, the energy 0.1 eV above the original edge, which was evanescent at $k_\parallel=0$, belongs to a propagating wave. An evanescent channel at one parallel momentum does not make the metal an insulator.

The free-electron Fermi energy for this lattice constant is 4.73 eV, only 0.09 eV above the two-wave edge. This closeness should not be read as a property of lithium, because the potential that shifts the edge also shifts the Fermi level. Filling the bands of the same {110} potential with one electron per atom, with many plane waves, puts the Fermi level near 3.57 eV. That is about 0.65 eV below the edge at 4.22 eV, so in that model the wave at the Fermi level and zero parallel momentum is propagating. The evanescent waves of the gap then matter at higher energies. A quantitative alignment for real lithium needs a self-consistent band calculation. The other calculated values are collected in the numerical output.

## Numbers as computed

```
Asymmetric chain (dimensionless)
hoppings 1.0, 0.3; phase 0.7 rad
k0 = -0.18994, E0 = -2.53355
A = 2.1211, B = -0.1888
|E-E0| = 0.1: turn between roots = 90.546 deg
|E-E0| = 0.01: turn between roots = 90.175 deg
|E-E0| = 0.001: turn between roots = 90.055 deg
Re q/(Im q)^2: roots -0.04450, B/2A -0.04451
roots near k0 by winding number = 2
order 2: 2 lines, mean spacing 90 deg
order 3: 3 lines, mean spacing 60 deg
order 4: 4 lines, mean spacing 45 deg
Lithium [110], two-wave model
inputs: a = 0.35 nm, V = 1.5 eV, tau = 10 fs
t = 0.03810 eV nm^2, G = 25.388 1/nm, W = 6.139 eV
band edges = 4.639 and 7.639 eV
lower-edge A = -0.2738 eV nm^2, mass = -0.1392 m_e
0.1 eV below lower edge: |q| = 0.6174 1/nm
0.1 eV above lower edge: kappa = 0.5913 1/nm
quadratic law for both = 0.6044 1/nm
amplitude decay length 1/kappa = 1.691 nm
density factor over 1 nm = 0.3065
largest kappa = 1.5507 1/nm at E = 6.048 eV
density factor there over 1 nm = 0.0450
path: q start = -1.498, end = 1.267 1/nm
path: start 4.139 eV, end 8.137 eV
mid-gap kappa, collinear waves = 1.54008 1/nm
mid-gap kappa, real space = 1.54008 1/nm
Neglected: other plane waves (56 waves in all)
edges = 4.225 and 6.079 eV
gap = 1.854 eV, two-wave gap = 3.000 eV
lower-edge mass = -0.0874 m_e
kappa 0.1 eV above its lower edge = 0.4637 1/nm
largest kappa = 0.991 1/nm
Neglected: lifetime, heat, parallel momentum
hbar/(2 tau) = 0.0329 eV
q at lower edge = -0.243 + 0.247i 1/nm
kT at 300 K = 0.0259 eV
kappa at 0.1 eV -/+ kT = 0.512, 0.660 1/nm
k_par that lifts the edge by 0.1 eV = 1.620 1/nm
free-electron Fermi energy = 4.725 eV
Fermi energy minus lower edge = 0.086 eV
```
